\section*{Photon statistics of the Scully–Lamb laser from detailed balance}

\section{The photon-number distribution}

A model microcavity laser, pumped at half its threshold, holds 0.95 photons on average, and its photons arrive in pairs 1.93 times as often as independent photons of the same mean rate would. Pumped at twice its threshold it holds 100 photons, and the same ratio is 1.010. The cavity, the emitters and the loss are the same in both cases, and the pump differs by a factor of four. To see why the light changes its character, we need the probability $p_n$ of finding $n$ photons in the cavity, and not merely their mean number.

The ratio just quoted is the second-order correlation at zero delay. For one mode with annihilation operator $a$ it is
\begin{equation}
g_2(0)=\frac{\langle a^\dagger a^\dagger a a\rangle}{\langle a^\dagger a\rangle^2}
=\frac{\langle n(n-1)\rangle}{\langle n\rangle^2}.
\label{g2def}
\end{equation}
The second form follows because $aa$ acting on a state of $n$ photons gives a vector of squared length $n(n-1)$. The numerator counts ordered pairs of photons. For a Poisson distribution it equals $\langle n\rangle^2$, so that $g_2(0)=1$.

The model has one cavity mode and a stream of two-level emitters. Each emitter arrives in its upper state $a$ and can pass to its lower state $b$ by emitting a photon into the mode. Arrivals are random and independent, at a mean rate $R$. Both levels are emptied at the same rate $\gamma$ into states that no longer couple to the mode. The emptying alone damps the coherence between $a$ and $b$ at rate $\gamma$, the average of the two level rates. Further dephasing raises this to $\Gamma\ge\gamma$. The coupling is $g(a\,\sigma^+ + a^\dagger\sigma^-)$ in the rotating-wave approximation, where $\sigma^-$ takes the emitter from $a$ to $b$. We set $\hbar=1$, so that rates and energies share a unit.

The coupling conserves the number of photons plus emitter excitations. It therefore joins the state $|1\rangle=|a,n-1\rangle$ to $|2\rangle=|b,n\rangle$ and to nothing else. The matrix element is $G=g\sqrt n$, because $a^\dagger$ acting on $n-1$ photons gives the factor $\sqrt n$. Let $d$ be the transition energy of the emitter minus the photon energy. In the frame rotating with the mode the density matrix of the pair obeys
\begin{align}
\dot\rho_{11}&=-\gamma\rho_{11}-iG(\rho_{21}-\rho_{12}),\nonumber\\
\dot\rho_{22}&=-\gamma\rho_{22}+iG(\rho_{21}-\rho_{12}),\\
\dot\rho_{12}&=-(\Gamma+id)\rho_{12}+iG(\rho_{11}-\rho_{22}).\nonumber
\end{align}
Cavity loss during the emitter's stay has been left out. This requires the photon number to change little in a time $1/\gamma$, a condition whose cost is estimated in the second half.

What matters is the state from which the emitter finally leaves, so the equations need not be solved in time. Integrate them from arrival to infinity, and write $I_1$, $I_2$ and $K$ for the integrals of $\rho_{11}$, $\rho_{22}$ and $\rho_{12}$. The coherence vanishes at both ends, so its equation gives
\begin{equation}
K=\frac{iG(I_1-I_2)}{\Gamma+id},\qquad
\operatorname{Im}K=\frac{G\Gamma}{\Gamma^2+d^2}(I_1-I_2).
\end{equation}
Since $\rho_{21}=\rho_{12}^*$, the integral of $\rho_{21}-\rho_{12}$ is $-2i\operatorname{Im}K$, and multiplication by $-iG$ turns it into $-2G\operatorname{Im}K$. The population $\rho_{11}$ starts at one and ends at zero, while $\rho_{22}$ is zero at both ends. The two population equations become
\begin{equation}
-1=-\gamma I_1-T(I_1-I_2),\qquad
0=-\gamma I_2+T(I_1-I_2),\qquad
T=\frac{2G^2\Gamma}{\Gamma^2+d^2}.
\end{equation}
Subtracting the first from the second gives $1=(\gamma+2T)(I_1-I_2)$. The probability of leaving from the lower state, and so of having added a photon, is
\begin{equation}
P_n=\gamma I_2=T(I_1-I_2)=\frac{T}{\gamma+2T}.
\end{equation}
Define the saturation photon number
\begin{equation}
n_s=\frac{\gamma\Gamma}{4g^2}.
\label{ns}
\end{equation}
With $G^2=g^2n$ we have $T/\gamma=(n/2n_s)/(1+d^2/\Gamma^2)$, and therefore
\begin{equation}
P_n=\frac{n/(2n_s)}{1+d^2/\Gamma^2+n/n_s}.
\label{emission}
\end{equation}

For a resonant emitter and $n\ll n_s$ the probability grows in proportion to $n$, which counts the photon about to be created. Here $n=1$ describes spontaneous emission into an empty mode, and larger $n$ adds stimulated emission. For $n\gg n_s$ the probability approaches one half: the emitter is driven up and down so often before it leaves that both levels are equally likely. In the example $g=0.05$, $\gamma=0.2$ and $\Gamma=5$ meV, so that
\begin{equation}
n_s=\frac{0.2\times5}{4\times0.05^2}=100.
\end{equation}
An emitter that finds the mode empty emits into it with probability $0.005/1.01=0.00495$. One whose emission would bring the number to 100 does so with probability $0.5/2=0.25$, half of what the linear law would give.

The main derivation takes resonant emitters, $d=0$. Many of them may be present at once. Their effects are added as independent events, which again supposes that the photon number seen by any one of them changes little during its stay. The mode also loses each photon independently at rate $C$ to surroundings that contain no thermal photons.

Under these two processes the probabilities $p_n$ evolve without reference to coherences between different photon numbers. Loss takes $n$ to $n-1$ at rate $Cn$. For gain, the conservation law does the work. If the emitter leaves from $a$ with $n$ photons present, it found $n$ photons; if it leaves from $b$ with $n$ photons present, it found $n-1$. Each diagonal element after the passage thus comes from diagonal elements before it. The equations close:
\begin{equation}
\dot p_n=RP_n\,p_{n-1}-RP_{n+1}\,p_n+C(n+1)p_{n+1}-Cn\,p_n .
\label{master}
\end{equation}
For $n=0$ the first term is absent. With
\begin{equation}
A=\frac{R}{2n_s},\qquad RP_n=\frac{An}{1+n/n_s},
\end{equation}
$A$ is the gain per photon before saturation. The constant $R$ in \eqref{master} carries the assumption of random arrivals. A regularly timed pump would have a memory that this equation cannot hold.

Now consider the net probability current across the link from $n-1$ to $n$,
\begin{equation}
J_n=RP_n\,p_{n-1}-Cn\,p_n ,\qquad \dot p_n=J_n-J_{n+1}.
\end{equation}
In the steady state $J_{n+1}=J_n$ for $n\ge1$. At the bottom of the ladder there is no link below $n=0$, so $\dot p_0=-J_1=0$. Every current therefore vanishes, one link after another. This is detailed balance. It does not mean thermal equilibrium: the upward steps are made by pumped emitters and the downward steps by leakage, and energy flows steadily through the cavity. The balance holds because the photon numbers form a single ladder climbed one rung at a time, so a steady current has nowhere to circulate.

Setting $J_n=0$ and dividing by $Cn\,p_{n-1}$ gives
\begin{equation}
\frac{p_n}{p_{n-1}}=\frac{r}{1+n/n_s},\qquad r=\frac AC .
\label{ratio}
\end{equation}
The pump parameter $r$ compares unsaturated gain with loss. Repeated use of the ratio gives the Scully--Lamb distribution
\begin{equation}
p_n=p_0\prod_{k=1}^{n}\frac{r}{1+k/n_s}
=p_0\,\frac{x^n}{(n_s+1)(n_s+2)\cdots(n_s+n)},\qquad x=rn_s .
\label{SL}
\end{equation}
The last form follows on multiplying each numerator and denominator by $n_s$. Because the ratio \eqref{ratio} tends to zero at large $n$, the sum of the $p_n$ converges for any pump, and $p_0$ is fixed by requiring that it equal one. Without saturation the ratio would stay at $r$, and no steady state would exist for $r\ge1$.

As a test, the emission probabilities were computed from the density-matrix equations, and the steady state of \eqref{master} was then found as a linear problem with photon numbers up to 699. At $r=0.5$, 1, 2 and 4, with $n_s=100$, each $p_n$ agreed with \eqref{SL} to within an absolute difference of $10^{-9}$.

The ratio also shows the shape of the distribution. It exceeds one as long as $n<n_s(r-1)$. For $r<1$ no such $n$ exists and the empty cavity is the most probable state; at $r=0.5$ in the example, $p_0=0.51$. For $r>1$, with $n_s(r-1)$ larger than one, the distribution rises to a peak near
\begin{equation}
n_{\rm peak}=n_s(r-1)
\end{equation}
and then falls. At $r=2$ the ratio equals one at $n=100$, so $p_{99}$ and $p_{100}$ share the peak, and $n_{\rm peak}=100$. This is the number at which saturated gain per photon, $A/(1+n/n_s)$, has fallen to the loss $C$. We call $r=1$ the threshold, though for finite $n_s$ nothing in \eqref{SL} is discontinuous there.

The first two moments can be had without evaluating the sums. Write the ratio as
\begin{equation}
(n_s+n)p_n=x\,p_{n-1},\qquad n\ge1 .
\label{rec}
\end{equation}
Summing over $n\ge1$ gives $n_s(1-p_0)+\langle n\rangle=x$, hence
\begin{equation}
\langle n\rangle=n_s(r-1)+n_sp_0 .
\label{mean}
\end{equation}
Multiply \eqref{rec} by $n$ and sum again. On the right, $\sum_{n\ge1}n\,p_{n-1}=\langle n\rangle+1$. Therefore
\begin{equation}
n_s\langle n\rangle+\langle n^2\rangle=x(\langle n\rangle+1),\qquad
\langle n^2\rangle=(x-n_s)\langle n\rangle+x .
\label{second}
\end{equation}

Equation \eqref{mean} has a simple reading. Balancing stimulated gain against loss, with fluctuations and spontaneous emission ignored, gives either an empty cavity or $n_s(r-1)$ photons. The term $n_sp_0$ joins these two answers smoothly. At $r=1$ it is the whole mean: $p_0=0.0777$ gives $100\times0.0777=7.8$ photons. At $r=2$ it is negligible, since $p_0$ is about $2\times10^{-15}$.

That tiny value can be understood from \eqref{SL}. For large $n_s$ the logarithm of $p_{\rm peak}/p_0$ is a sum that may be replaced by an integral over $u=k/n_s$:
\begin{equation}
\ln\frac{p_{\rm peak}}{p_0}\simeq n_s\int_0^{r-1}\bigl[\ln r-\ln(1+u)\bigr]du
=n_s(r-1-\ln r).
\label{empty}
\end{equation}
The integral of $\ln(1+u)$ is $r\ln r-(r-1)$, which leaves the stated result. Near threshold, $\ln r\simeq(r-1)-(r-1)^2/2$, and the exponent becomes $n_s(r-1)^2/2$. For large $n_s$ and $r>1$, the combination $n_s(r-1)^2$ thus decides whether the laser is clearly above threshold: when it is large, $p_0$ is exponentially small compared with $p_{\rm peak}$. A small $p_0$ alone is no sign of lasing: for $n_s=10^6$ it is already $8\times10^{-4}$ at $r=1$.

\section{From bunched to nearly coherent light}

For one mode with loss $C$ per photon, unsaturated gain $A=rC$ per photon and saturation number $n_s$, detailed balance has given $p_n/p_{n-1}=x/(n_s+n)$ with $x=rn_s$, together with the moments $\langle n\rangle=n_s(r-1)+n_sp_0$ and $\langle n^2\rangle=(x-n_s)\langle n\rangle+x$. Putting them into $g_2(0)=\langle n(n-1)\rangle/\langle n\rangle^2$ gives
\begin{equation}
g_2(0)=\frac{(x-n_s-1)\langle n\rangle+x}{\langle n\rangle^2}.
\label{g2}
\end{equation}
From here on $g_2$ stands for $g_2(0)$.

Consider first a weak pump. For $n_s\gg1$ and a typical photon number far below $\sqrt{n_s}$, the saturation factors in the product are close to one, and
\begin{equation}
p_n\simeq(1-r)r^n .
\end{equation}
This geometric law is the distribution of thermal light. To find its $g_2$ and the first effect of saturation together, put $\epsilon=1/n_s$ and $q=1-r$, and expand the product as $\prod_{k=1}^n(1+k\epsilon)^{-1}\simeq1-\epsilon n(n+1)/2$. The normalizing sum $S=1/p_0$ is then
\begin{equation}
S\simeq\sum_{n\ge0}r^n\Bigl[1-\frac{\epsilon}{2}n(n+1)\Bigr]
=\frac1q\Bigl(1-\frac{\epsilon r}{q^2}\Bigr).
\end{equation}
Here $\sum n(n+1)r^n=2r/q^3$, which is $r$ times the second derivative of $\sum r^{n+1}=r/q$. Each derivative of $S$ with respect to $r$ brings down a factor of $n$, then $n-1$, so $\langle n\rangle=rS_r/S$ and $\langle n(n-1)\rangle=r^2S_{rr}/S$. Differentiation gives
\begin{equation}
S_r\simeq\frac1{q^2}\Bigl[1-\frac{\epsilon(1+2r)}{q^2}\Bigr],\qquad
S_{rr}\simeq\frac2{q^3}\Bigl[1-\frac{3\epsilon(1+r)}{q^2}\Bigr].
\end{equation}
In $g_2=SS_{rr}/S_r^2$ the powers of $q$ in front cancel and leave 2. The terms of first order add up to $-\epsilon[r+3+3r-2-4r]/q^2=-\epsilon/q^2$, so
\begin{equation}
g_2\simeq2-\frac{2}{n_s(1-r)^2},\qquad n_s(1-r)^2\gg1,\quad r<1 .
\label{below}
\end{equation}
Well below threshold means that $n_s(1-r)^2$ is large. At $r=0.5$ the example has $n_s(1-r)^2=25$. The formula gives 1.920 and the full distribution 1.933, so first order overstates the departure from 2 by about a fifth.

The value 2 also needs a large $n_s$. As $r\to0$ the pair count comes from $p_2$ and the mean from $p_1$. Since $p_1\simeq x/(n_s+1)$ and $p_2\simeq x^2/[(n_s+1)(n_s+2)]$,
\begin{equation}
g_2\to\frac{2p_2}{p_1^2}=\frac{2(n_s+1)}{n_s+2}.
\label{start}
\end{equation}
For $n_s=100$ this is 1.980. Saturation is felt however weak the pump: by \eqref{emission} the rate of adding a second photon to one already present is $RP_2=1.980\,RP_1$, slightly less than twice the rate $RP_1$ of adding the first.

Above threshold, insert $x-n_s=\langle n\rangle-n_sp_0$ in \eqref{g2} and subtract one:
\begin{equation}
g_2-1=\frac{x-\langle n\rangle-n_sp_0\langle n\rangle}{\langle n\rangle^2}
=\frac{n_s(1-p_0)-n_sp_0\langle n\rangle}{\langle n\rangle^2}.
\label{excess}
\end{equation}
The second step uses $x-\langle n\rangle=n_s(1-p_0)$. For $r>1$ the numerator is less than $n_s$ and the mean exceeds $n_s(r-1)$, so
\begin{equation}
g_2-1<\frac{1}{n_s(r-1)^2},\qquad r>1 .
\label{above}
\end{equation}
When $n_s$ is large and $n_s(r-1)^2\gg1$, $p_0$ is negligible and the bound becomes the value itself. At $r=2$ it gives $1+1/100=1.010$, as quoted at the start. At $r=1.2$ the bound allows 1.25 and the actual value is 1.198.

The same limit gives the variance. With $p_0$ neglected, $\langle n^2\rangle-\langle n\rangle^2=x=rn_s$, and the ratio of variance to mean, the Fano factor, is
\begin{equation}
F=\frac{r}{r-1}.
\end{equation}
It can be understood as a contest between noise and restoring force. A small excess $\delta$ of photons changes the gain $An/(1+n/n_s)$ by $A\delta/(1+n/n_s)^2=C\delta/r$, because $1+n/n_s=r$ at the balance point. The loss changes by $C\delta$, so the excess decays at rate $C(1-1/r)$. Gain and loss each make random unit steps at rate $C\langle n\rangle$ and feed the variance $V$:
\begin{equation}
\dot V=-2C\Bigl(1-\frac1r\Bigr)V+2C\langle n\rangle,\qquad
V=\frac{r}{r-1}\langle n\rangle .
\end{equation}
Near threshold the restoring force is weak and the fluctuations are large. Far above, saturation holds the photon number and the Poisson value $F=1$ is approached. Since $g_2-1=(F-1)/\langle n\rangle$, a value of $g_2$ near one does not by itself show Poisson statistics: at $r=2$ the variance is still twice the mean.

At threshold neither limit applies. For $r=1$ and large $n_s$, $\ln(p_n/p_0)=-\sum_{k\le n}\ln(1+k/n_s)\simeq-n^2/(2n_s)$, half of a Gaussian. Its moments are $\langle n\rangle\simeq\sqrt{2n_s/\pi}$ and $\langle n^2\rangle\simeq n_s$, whence $g_2\to\pi/2\simeq1.571$. The example, with its modest $n_s$, gives 1.529; $n_s=10^6$ gives 1.5704.

It remains to show that $g_2$ falls all the way between its limits. First, it stays above one. Let $B_n=\int_0^1t^n(1-t)^{n_s-1}dt$. Integration by parts gives $B_n=(n/n_s)(B_{n-1}-B_n)$, or $B_n=nB_{n-1}/(n_s+n)$, with $B_0=1/n_s$. Hence $n_sB_n=n!/[(n_s+1)\cdots(n_s+n)]$, and
\begin{equation}
p_n=\int_0^1 w(t)\,\frac{e^{-xt}(xt)^n}{n!}\,dt,\qquad
w(t)=\frac{n_s}{S}\,e^{xt}(1-t)^{n_s-1}.
\end{equation}
The distribution is a mixture of Poisson distributions of mean $xt$ with positive weight $w$. A Poisson distribution of mean $xt$ has $\langle n(n-1)\rangle=(xt)^2$, so $g_2$ is the mean of $t^2$ divided by the square of the mean of $t$. This exceeds one because $t$ is spread over an interval.

Next, regard $S$ as a function of $x$ at fixed $n_s$, with primes for derivatives. Multiplying $(n_s+n)p_n=xp_{n-1}$ by $S$ and summing gives $n_s(S-1)+xS'=xS$. One more derivative yields
\begin{equation}
xS''+(b-x)S'-S=0,\qquad b=n_s+1 .
\end{equation}
Let $y=S/S'$. Then $y'=1-SS''/S'^2=1-g_2$, and multiplying the equation by $S/S'^2$ gives $xg_2=(x-b)y+y^2$, so that
\begin{equation}
xy'=x-(x-b)y-y^2 .
\end{equation}
Differentiate twice and write $w_2=y''$:
\begin{align}
y'+xw_2&=1-y-(x-b)y'-2yy',\nonumber\\
xw_2'+(2+x-b+2y)w_2&=-2y'(1+y').
\label{barrier}
\end{align}
At $x=0$, $y=b$ and, by \eqref{start}, $y'=-n_s/(n_s+2)$, which lies between $-1$ and 0. Equation \eqref{barrier} then reads $(2+b)w_2=-2y'(1+y')>0$, so $w_2$ starts positive. Suppose it first vanished at some $x_1>0$. Up to there $g_2=1-y'$ has been falling from a value below 2, and it exceeds one, so $-1<y'<0$ and the right side of \eqref{barrier} is positive. That requires $w_2'(x_1)>0$. A function reaching zero from above cannot be rising there, so $w_2$ never vanishes. Hence $dg_2/dx=-w_2<0$: $g_2$ falls strictly with pumping, for any $n_s>0$.

The two limits show how sharp the fall is. Both departures are governed by $n_s(r-1)^2$, so the transition occupies a range of $r$ of order $n_s^{-1/2}$. For $n_s=100$, $g_2$ passes 1.9 at $r=0.62$ and 1.1 at $r=1.31$. For $n_s=10^6$ it is 1.9998 at $r=0.9$ and 1.0001 at $r=1.1$.

The example's coupling, dephasing and wavelength are rough values for a room-temperature quantum-dot laser; the loss and the emptying rate are chosen to suit the model. The photon energy of 1.033 eV and a quality factor of $10^5$ give $C=0.0103$ meV, or $1.57\times10^{10}$ per second. At threshold $R=2n_sC$, one electron per emitter, which is a current of 0.50 $\mu$A. At $r=2$ the power leaving the cavity is 0.26 $\mu$W. The quality factor is high for such a laser, and $\gamma$, equivalent to a stay of about 3 ps, is fast. Slower emptying would lower $n_s$ in proportion, but it would also raise $C/\gamma$, which the derivation requires to be small. At $\gamma=0.002$ meV, a stay of about 0.3 ns, $C/\gamma$ is about 5 and the distribution derived here no longer applies. The example therefore illustrates fast emptying and is not a prediction for a typical quantum-dot device. The lower state of a real dot is moreover the empty dot, which stays in place and can absorb, whereas the model removes it at rate $\gamma$. The current assumes that every electron reaches a resonant dot, and real dots break this assumption because their energies differ. For a Gaussian spread of 30 meV full width at half maximum, the threshold current rises by a factor of 2.7. At fixed $r=2$ the mean becomes 184 photons and $g_2$ falls to 1.007, because detuned dots saturate at larger photon numbers.

Some emitters may also arrive in the lower state and absorb. By symmetry they do so with the same probability $P_n$, which adds $A_bn/(1+n/n_s)$ to the downward rate, $A_b$ being their absorption per photon. Detailed balance then gives
\begin{equation}
\frac{p_n}{p_{n-1}}=\frac{n_sA/C}{n+n_s(1+A_b/C)},
\end{equation}
the same law with a larger saturation number. For one such arrival to five in the upper state, with the net gain $(A-A_b)/C$ held at 2, $A/C=2.5$ and $A_b/C=0.5$. The mean stays at 100, and \eqref{excess} gives $g_2-1=150/100^2=0.015$ instead of 0.010.

The emitters' memory is small if $C/\gamma$ is small; here it is 0.052. To size its effect, let the populations $N_a$, $N_b$ and $n$ change by random unit events: arrival, emptying, photon loss, and emission and absorption at rates $\kappa nN_a$ and $\kappa nN_b$, with $\kappa=\gamma/(2n_s)$. Linearized about the steady state, with drift matrix $M$, their covariance matrix $\Sigma$ obeys $M\Sigma+\Sigma M^{T}+D=0$, where $D$ sums each event's rate times the outer product of its step with itself. At $r=2$ the photon variance is 204 instead of 200, and $g_2$ stays at 1.010. The linearization applies only above threshold. The same random process, solved without linearizing and with spontaneous emission included, raises $g_2$ by about 0.002 at $r=0.5$ and at $r=1$. Thermal photons, about $4\times10^{-18}$ at 300 K, do not matter. Heating, carriers shared between dots and coherence between emitters have not been sized. The numerical output lists the values at further pump levels.

\section*{Calculated quantities}
\begin{verbatim}
wavelength = 1200 nm
photon energy = 1.0332 eV
cavity quality factor = 100000 (no unit)
coupling g = 0.050 meV
level-emptying rate gamma = 0.200 meV
coherence decay Gamma = 5.000 meV
photon loss C = 0.01033 meV
photon loss rate = 1.5697e+10 1/s
saturation number n_s = 100.00 photons
emission probability at 1 photon = 0.004950
emission probability at 100 photons = 0.250000
g2 limit at zero pump = 1.98039
table: r, mean photons, Fano factor, p_0, g2 (no unit)
  0.1  0.1096  1.1070  9.011e-01  1.97607
  0.5  0.9464  1.8831  5.095e-01  1.93310
  0.8  3.0266  3.4060  2.303e-01  1.79495
  1.0  7.7657  5.1116  7.766e-02  1.52946
  1.2  20.6999  5.0972  6.999e-03  1.19793
  1.5  50.0003  2.9997  3.126e-06  1.03999
  2.0  100.0000  2.0000  1.880e-15  1.01000
  5.0  400.0000  1.2500  6.022e-106  1.00062
first-order g2 at r=0.5 = 1.92000
first-order g2 at r=1.5 = 1.04000
g2 = 1.9 is crossed at r = 0.6184
g2 = 1.1 is crossed at r = 1.3119
n_s = 1e6: g2 at r=0.9 is 1.999800
n_s = 1e6: g2 at r=1.0 is 1.570379
n_s = 1e6: g2 at r=1.1 is 1.000100
pi/2 = 1.570796
ideal threshold current = 0.5030 uA
power leaving cavity at r=2 = 0.2598 uW
emitters present on average at r=2 = 20.66
neglected effects at r=2:
  thermal photons at 300 K = 4.40e-18
  lower/upper arrival ratio = 0.20
  with lower arrivals: mean = 100.00 photons
  with lower arrivals: g2 = 1.01500
  energy spread, full width = 30.0 meV
  with spread: mean = 184.40 photons
  with spread: g2 = 1.00654
  with spread: current factor = 2.709
  loss/emptying ratio C/gamma = 0.0517
  variance without memory = 200.00
  variance with memory = 203.87
  with memory: g2 = 1.01039
\end{verbatim}
